# Slater integrals and the $1/Z$ expansion for two-electron ions: a numerical check

```python
# Result under test (atomic units; fixed point nucleus Z, two electrons, no relativity):
#   J11 = F0(1s,1s) = 5Z/8, J12 = F0(1s,2s) = 17Z/81, K12 = G0(1s,2s) = 16Z/729
# for hydrogenic orbitals, and in E = Z^2 E0 + Z E1 + E2 + ...
#   E1(1s2 1S) = 5/8, E1(1s2s 1S) = 169/729, E1(1s2s 3S) = 137/729.
# P = r R(r); lam = 1/Z; scaled Hamiltonian h1 + h2 + lam/r12; Q = enclosed charge;
# M = <1s1s|1/r12|(1s2s+2s1s)/sqrt2>, coupling of the two lowest singlets.
import numpy as np, sympy as sp
from fractions import Fraction as Fr
from math import factorial, exp, sqrt
from scipy.integrate import quad, dblquad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre, eval_genlaguerre, roots_laguerre
from scipy.constants import physical_constants as pc
from sympy.physics.hydrogen import R_nl
from pyscf import gto

HA = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0] * 1e10

# ---- derived values from int r^n exp(-c r) dr = n!/c^(n+1)
def G(n, c): return Fr(factorial(n)) / Fr(c) ** (n + 1)
scr11 = 4 * (G(2, 4) + G(1, 4))
rinv2s = (G(1, 1) - G(2, 1) + G(3, 1) / 4) / 2
scr12 = (G(1, 3) - Fr(3, 4) * G(3, 3) + G(4, 3) / 4) / 2
J11, J12, K12 = 4 * G(1, 2) - scr11, rinv2s - scr12, Fr(2, 9) * G(4, 3)
c7 = Fr(7, 2)
M = Fr(2, 3) * (G(1, Fr(3, 2)) - G(1, c7) - 2 * G(2, c7) - 2 * G(3, c7))
assert (J11, J12, K12, M) == (Fr(5, 8), Fr(17, 81), Fr(16, 729), Fr(8192, 64827))
names = ['1s2 1S', '1s2s 1S', '1s2s 3S']
E0 = [Fr(-1), Fr(-5, 8), Fr(-5, 8)]
E1 = [J11, J12 + K12, J12 - K12]

# ---- angular average of 1/r12
for r, s in [(0.4, 1.3), (2.5, 0.7), (1.0, 1.2)]:
    av = quad(lambda m: 0.5 / sqrt(r*r + s*s - 2*r*s*m), -1, 1, epsabs=1e-12)[0]
    assert abs(av - 1 / max(r, s)) < 1e-9

# ---- definitions by quadrature, orbitals taken from sympy
x = sp.symbols('x', positive=True)
def orbitals(Z):
    return [sp.lambdify(x, x * R_nl(n, 0, x, Z), 'math') for n in (1, 2)]
def slater(f, g, Z):
    return dblquad(lambda s, r: (f(r)*g(s) + g(r)*f(s)) / r, 0, 70 / Z, 0, lambda r: r,
                   epsabs=1e-10, epsrel=1e-10)[0]
def q(f, a=0, b=80): return quad(f, a, b, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
num = {}
for Z in (1, 3):
    p1, p2 = orbitals(Z)
    d11 = lambda r: p1(r)**2
    d22 = lambda r: p2(r)**2
    d12 = lambda r: p1(r)*p2(r)
    num[Z] = [slater(d11, d11, Z), slater(d11, d22, Z), slater(d12, d12, Z),
              sqrt(2) * slater(d11, d12, Z)]
    for val, ref in zip(num[Z], (J11, J12, K12, M)):
        assert abs(val - Z * float(ref)) < 1e-8
p1, p2 = orbitals(1)
for r in (0.3, 1.0, 2.0, 5.0):
    inside = q(lambda s: p1(s)**2, 0, r)
    assert abs(inside - (1 - exp(-2*r)*(1 + 2*r + 2*r*r))) < 1e-10
    pot = inside / r + q(lambda s: p1(s)**2 / s, r)
    assert abs(pot - (1/r - exp(-2*r)*(1 + 1/r))) < 1e-10
    assert abs(q(lambda s: p1(s)*p2(s), 0, r) - sqrt(2)/3 * r**3 * exp(-1.5*r)) < 1e-10
assert abs(q(lambda r: p1(r)**2*exp(-2*r)*(1 + 1/r)) - scr11) < 1e-10
assert abs(q(lambda r: p2(r)**2*exp(-2*r)*(1 + 1/r)) - scr12) < 1e-10
assert abs(q(lambda r: p2(r)**2/r) - rinv2s) < 1e-10
node = brentq(p2, 1, 3, xtol=1e-13)
assert abs(node - 2) < 1e-10

# ---- degenerate level 1s(2s,2p) from Gaussian integrals; tolerance = basis error
ns, npf = 22, 11
bas = [[0, [0.004*2.0**k, 1.0]] for k in range(ns)] + [[1, [0.004*2.2**k, 1.0]] for k in range(npf)]
mol = gto.M(atom='H 0 0 0', basis={'H': bas}, spin=1, verbose=0)
S, h = mol.intor('int1e_ovlp'), mol.intor('int1e_kin') + mol.intor('int1e_nuc')
C = np.zeros((mol.nao, 5))
i_s = np.arange(ns)
e, c = eigh(h[np.ix_(i_s, i_s)], S[np.ix_(i_s, i_s)])
assert abs(e[0] + 0.5) < 2e-5 and abs(e[1] + 0.125) < 2e-5
C[i_s, 0], C[i_s, 1] = c[:, 0], c[:, 1]
for m in range(3):
    ip = ns + 3*np.arange(npf) + m
    e, c = eigh(h[np.ix_(ip, ip)], S[np.ix_(ip, ip)])
    assert abs(e[0] + 0.125) < 2e-5
    C[ip, 2 + m] = c[:, 0]
eri = mol.intor('int2e')
for _ in range(4):
    eri = np.tensordot(eri, C, axes=(0, 0))
pairs = [(0, 1), (1, 0)] + [p for k in (2, 3, 4) for p in ((0, k), (k, 0))]
W = np.array([[eri[a, c_, b, d] for (c_, d) in pairs] for (a, b) in pairs])
sp_coupling = abs(W[:2, 2:]).max()
assert sp_coupling < 1e-10
ev, vec = np.linalg.eigh(W)
gauss = []
for ref, sign in ((E1[1], 1), (E1[2], -1)):
    k = np.argmin(abs(ev - float(ref)))
    assert abs(ev[k] - ref) < 1e-4
    assert abs(abs(vec[0, k] + sign * vec[1, k]) / sqrt(2) - 1) < 1e-8
    gauss.append(ev[k])
assert abs(eri[0, 0, 0, 0] - J11) < 1e-4 and abs(sqrt(2)*abs(eri[0, 0, 0, 1]) - M) < 1e-4

# ---- correlated basis: exp(-a r1 - b r2) x Laguerre polynomials of total degree <= N in
# u = r2+r12-r1, v = r1+r12-r2, w = r1+r2-r12; Gauss-Laguerre quadrature is exact here
def tables(t, s, N):
    L = np.array([eval_laguerre(n, s*t) for n in range(N + 1)])
    dL = np.array([0*t] + [-eval_genlaguerre(n - 1, 1, s*t) for n in range(1, N + 1)])
    return L, s * (dL - L / 2)
def fields(u, v, w, sc, idx, N):
    (Lu, Du), (Lv, Dv), (Lw, Dw) = [tables(t, s, N) for t, s in zip((u, v, w), sc)]
    i, j, k = idx
    Fu, Fv, Fw = Du[i]*Lv[j]*Lw[k], Lu[i]*Dv[j]*Lw[k], Lu[i]*Lv[j]*Dw[k]
    return Lu[i]*Lv[j]*Lw[k], -Fu + Fv + Fw, Fu - Fv + Fw, Fu + Fv - Fw
def block(a, b, N, swap):
    I, J, K = np.array([(i, j, k) for i in range(N + 1) for j in range(N + 1 - i)
                        for k in range(N + 1 - i - j)]).T
    sf = (b, a, a + b)
    sg, ig = ((a, b, a + b), (J, I, K)) if swap else (sf, (I, J, K))
    t, wt = roots_laguerre(N + 3)
    kap = [(p + r_) / 2 for p, r_ in zip(sf, sg)]
    u, v, w = [g.ravel() for g in np.meshgrid(*[t/k for k in kap], indexing='ij')]
    ww = np.einsum('i,j,k->ijk', *[wt/k for k in kap]).ravel()
    r1, r2, r12 = (v + w)/2, (u + w)/2, (u + v)/2
    f, f1, f2, f12 = fields(u, v, w, sf, (I, J, K), N)
    g, g1, g2, g12 = fields(u, v, w, sg, ig, N)
    vol = ww*r1*r2*r12
    c1, c2 = ww*r2*(r1**2 + r12**2 - r2**2)/2, ww*r1*(r2**2 + r12**2 - r1**2)/2
    T = 0.5*(f1 @ (vol*g1 + c1*g12).T + f2 @ (vol*g2 + c2*g12).T
             + f12 @ (2*vol*g12 + c1*g1 + c2*g2).T)
    mats = [f @ (vol*g).T, T, -f @ (ww*r12*(r1 + r2)*g).T, f @ (ww*r1*r2*g).T]
    return [(m + m.T)/2 for m in mats]
def build(a, b, N, signs):
    D, X = block(a, b, N, False), block(a, b, N, True)
    n = 1/np.sqrt(np.diag(D[0]))
    out = []
    for sg in signs:
        S_, T, Vn, Ve = [(d + sg*x_) * np.outer(n, n) for d, x_ in zip(D, X)]
        s, U = np.linalg.eigh(S_)
        keep = s > 1e-11 * s.max()
        U = U[:, keep] / np.sqrt(s[keep])
        out.append([U.T @ m @ U for m in (T, Vn, Ve)])
    return out
def solve(m, lam, root):
    e_, c_ = np.linalg.eigh(m[0] + m[1] + lam*m[2])
    t = c_[:, root] @ m[0] @ c_[:, root]
    return e_[root], (t - e_[root]) / t      # energy and -V/T
roots = [0, 1, 0]
base, baseHe = {}, {}
for N in (8, 10):
    gr = build(1.0, 1.0, N, [1])
    base[N] = gr + build(1.0, 0.5, N, [1, -1])
    baseHe[N] = gr + build(1.0, 0.3, N, [1, -1])
def coeffs(m, root, d=0.02):
    E = [solve(m, k*d, root)[0] for k in (-2, -1, 0, 1, 2)]
    return (E[2], (E[0] - 8*E[1] + 8*E[3] - E[4]) / (12*d),
            (-E[0] + 16*E[1] - 30*E[2] + 16*E[3] - E[4]) / (24*d*d))
co = [coeffs(base[10][k], roots[k]) for k in range(3)]
for k in range(3):
    assert abs(co[k][0] - E0[k]) < 1e-7
    assert abs(co[k][1] - E1[k]) < 2e-5   # near-dependent basis directions are dropped
    assert abs(co[k][2] - coeffs(base[8][k], roots[k])[2]) < 5e-4
    for Z in (20, 40):
        res = Z*Z*solve(base[10][k], 1/Z, roots[k])[0] - Z*Z*E0[k] - Z*E1[k]
        assert abs(res - co[k][2]) < 2e-3

print(f"hartree = {HA:.6f} eV ; bohr = {A0:.6f} angstrom")
print("-- coefficients, dimensionless (integrals in units of Z hartree)")
print(f"screening part of J11 = {scr11} ; <1/r>_2s = {rinv2s} ; screening part of J12 = {scr12}")
for lab, ref, a, b in zip(('J11', 'J12', 'K12', 'M'), (J11, J12, K12, M), num[1], num[3]):
    print(f"{lab} = {ref} = {float(ref):.8f} ; quadrature Z=1 {a:.8f} ; Z=3, /3 {b/3:.8f}")
print(f"2 K12 = {2*K12} = {float(2*K12):.6f} ; 8 M^2/3 = {float(8*M*M/3):.6f}")
print(f"Gaussian 8x8 roots: sym {gauss[0]:.5f} antisym {gauss[1]:.5f} ; max s-p {sp_coupling:.0e}")
print(f"correlated basis: degree 10, {len(block(1, 1, 10, False)[0])} functions; check degree 8")
for k in range(3):
    print(f"{names[k]}: E0 = {E0[k]} ; E1 = {E1[k]} = {float(E1[k]):.6f} ;"
          f" finite diff {co[k][1]:.6f} ; E2 = {co[k][2]:.4f}")
ratios = []
for Z, ion in ((2, 'He'), (6, 'C4+'), (10, 'Ne8+')):
    B = baseHe if Z == 2 else base
    first = [float(Z*Z*E0[k] + Z*E1[k]) for k in range(3)]
    corr = []
    for k in range(3):
        e_, vir = solve(B[10][k], 1/Z, roots[k])
        corr.append(Z*Z*e_)
        assert abs(vir - 2) < 1e-3
        assert abs(corr[k] - Z*Z*solve(B[8][k], 1/Z, roots[k])[0]) < 2e-4
    upper = np.linalg.eigvalsh([[first[0], Z*float(M)], [Z*float(M), first[1]]])[1]
    assert first[0] > corr[0] and first[2] > corr[2] and upper > corr[1] > corr[2]
    ratios.append((corr[1] - corr[2]) / float(2*K12*Z))
    print(f"-- {ion}, Z = {Z} ; 2s node = {node*A0/Z:.4f} angstrom")
    print(f"J11 {Z*J11*HA:.3f} eV ; J12 {Z*J12*HA:.3f} eV ; K12 {Z*K12*HA:.3f} eV ; M {Z*M*HA:.3f} eV")
    for k in range(3):
        print(f"{names[k]}: zeroth {Z*Z*E0[k]*HA:.3f} ; first {first[k]*HA:.3f} ; +E2 "
              f"{(first[k]+co[k][2])*HA:.3f} ; correlated {corr[k]*HA:.3f} eV")
    print(f"first minus correlated: " + " ; ".join(f"{(first[k]-corr[k])*HA:.3f}" for k in range(3)) + " eV")
    print(f"upper root of 2x2 singlet matrix = {upper*HA:.3f} eV")
    print(f"excitation to 1S: first {(first[1]-first[0])*HA:.3f} ; correlated {(corr[1]-corr[0])*HA:.3f} eV")
    print(f"excitation to 3S: first {(first[2]-first[0])*HA:.3f} ; correlated {(corr[2]-corr[0])*HA:.3f} eV")
    print(f"1S-3S splitting: first {(first[1]-first[2])*HA:.3f} ; correlated "
          f"{(corr[1]-corr[2])*HA:.3f} eV ; correlated/first {ratios[-1]:.3f}")
    if Z == 2:
        print("He first order: " + " ; ".join(f"{v_:.5f}" for v_ in first) + " hartree")
        print("He correlated: " + " ; ".join(f"{v_:.5f}" for v_ in corr) + " hartree")
r40 = 40*(solve(base[10][1], 1/40, 1)[0] - solve(base[10][2], 1/40, 0)[0]) / float(2*K12)
assert 0 < ratios[0] < ratios[1] < ratios[2] < r40 < 1 and r40 > 0.95
print(f"splitting ratio correlated/first at Z = 40: {r40:.3f}")
print("finished without a failed check")
```

Running it gives:

```
hartree = 27.211386 eV ; bohr = 0.529177 angstrom
-- coefficients, dimensionless (integrals in units of Z hartree)
screening part of J11 = 3/8 ; <1/r>_2s = 1/4 ; screening part of J12 = 13/324
J11 = 5/8 = 0.62500000 ; quadrature Z=1 0.62500000 ; Z=3, /3 0.62500000
J12 = 17/81 = 0.20987654 ; quadrature Z=1 0.20987654 ; Z=3, /3 0.20987654
K12 = 16/729 = 0.02194787 ; quadrature Z=1 0.02194787 ; Z=3, /3 0.02194787
M = 8192/64827 = 0.12636710 ; quadrature Z=1 0.12636710 ; Z=3, /3 0.12636710
2 K12 = 32/729 = 0.043896 ; 8 M^2/3 = 0.042583
Gaussian 8x8 roots: sym 0.23182 antisym 0.18793 ; max s-p 0e+00
correlated basis: degree 10, 286 functions; check degree 8
1s2 1S: E0 = -1 ; E1 = 5/8 = 0.625000 ; finite diff 0.625000 ; E2 = -0.1577
1s2s 1S: E0 = -5/8 ; E1 = 169/729 = 0.231824 ; finite diff 0.231824 ; E2 = -0.1145
1s2s 3S: E0 = -5/8 ; E1 = 137/729 = 0.187929 ; finite diff 0.187929 ; E2 = -0.0474
-- He, Z = 2 ; 2s node = 0.5292 angstrom
J11 34.014 eV ; J12 11.422 eV ; K12 1.194 eV ; M 6.877 eV
1s2 1S: zeroth -108.846 ; first -74.831 ; +E2 -79.122 ; correlated -79.014 eV
1s2s 1S: zeroth -68.028 ; first -55.412 ; +E2 -58.528 ; correlated -58.395 eV
1s2s 3S: zeroth -68.028 ; first -57.801 ; +E2 -59.091 ; correlated -59.191 eV
first minus correlated: 4.183 ; 2.983 ; 1.390 eV
upper root of 2x2 singlet matrix = -53.223 eV
excitation to 1S: first 19.419 ; correlated 20.619 eV
excitation to 3S: first 17.030 ; correlated 19.823 eV
1S-3S splitting: first 2.389 ; correlated 0.796 eV ; correlated/first 0.333
He first order: -2.75000 ; -2.03635 ; -2.12414 hartree
He correlated: -2.90372 ; -2.14597 ; -2.17523 hartree
-- C4+, Z = 6 ; 2s node = 0.1764 angstrom
J11 102.043 eV ; J12 34.266 eV ; K12 3.583 eV ; M 20.632 eV
1s2 1S: zeroth -979.610 ; first -877.567 ; +E2 -881.858 ; correlated -881.819 eV
1s2s 1S: zeroth -612.256 ; first -574.407 ; +E2 -577.523 ; correlated -577.480 eV
1s2s 3S: zeroth -612.256 ; first -581.573 ; +E2 -582.863 ; correlated -582.888 eV
first minus correlated: 4.252 ; 3.074 ; 1.315 eV
upper root of 2x2 singlet matrix = -573.009 eV
excitation to 1S: first 303.161 ; correlated 304.338 eV
excitation to 3S: first 295.994 ; correlated 298.930 eV
1S-3S splitting: first 7.167 ; correlated 5.408 eV ; correlated/first 0.755
-- Ne8+, Z = 10 ; 2s node = 0.1058 angstrom
J11 170.071 eV ; J12 57.110 eV ; K12 5.972 eV ; M 34.386 eV
1s2 1S: zeroth -2721.139 ; first -2551.067 ; +E2 -2555.358 ; correlated -2555.334 eV
1s2s 1S: zeroth -1700.712 ; first -1637.629 ; +E2 -1640.745 ; correlated -1640.720 eV
1s2s 3S: zeroth -1700.712 ; first -1649.574 ; +E2 -1650.864 ; correlated -1650.878 eV
first minus correlated: 4.267 ; 3.091 ; 1.304 eV
upper root of 2x2 singlet matrix = -1636.336 eV
excitation to 1S: first 913.438 ; correlated 914.615 eV
excitation to 3S: first 901.494 ; correlated 904.456 eV
1S-3S splitting: first 11.945 ; correlated 10.158 eV ; correlated/first 0.850
splitting ratio correlated/first at Z = 40: 0.962
finished without a failed check
```
